# Why a steady thermal cloak need not hide transients

**Q.** I have a design for a thermal cloak in a thin plate. A ring $a<r<b$ surrounds the object, and its conductivity comes from a coordinate transformation. With a steady gradient across the plate, the temperature outside the ring is what it would be with no object there. The transformation acts on space and does not involve time, so the cloak should also work at every instant while the plate is warming up.

**A.** Which equation did you transform?

**Q.** The steady one, $\nabla\cdot(\kappa\nabla T)=0$.

**A.** Then transform the full one. With Fourier conduction and no loss from the faces it is

$$C\,\frac{\partial T}{\partial t}=\nabla\cdot(\kappa\nabla T),$$

where $C$ is the heat capacity per unit volume. Start from a uniform plate with constants $\kappa_0$ and $C_0$. Multiply by any smooth function $\varphi$ that vanishes at the plate's rim, and integrate by parts:

$$\int C_0\,\varphi\,\frac{\partial T}{\partial t}\,dA=-\int\kappa_0\,\nabla\varphi\cdot\nabla T\,dA .$$

Now let $\mathbf x\to\mathbf x'(\mathbf x)$, with Jacobian $J_{ij}=\partial x'_i/\partial x_j$ and $\det J>0$, and give each new point the temperature of its old point. The chain rule gives $\nabla=J^{T}\nabla'$, and areas obey $dA=dA'/\det J$. Hence

$$\int\frac{C_0}{\det J}\,\varphi\,\frac{\partial T}{\partial t}\,dA'=-\int\nabla'\varphi\cdot\frac{\kappa_0JJ^{T}}{\det J}\,\nabla'T\,dA' .$$

This is a heat equation again, in a medium with

$$\kappa'=\kappa_0\frac{JJ^{T}}{\det J},\qquad C'=\frac{C_0}{\det J}.$$

**Q.** So time is untouched, as I said, but the capacity changes because the area element does.

**A.** Yes. A piece of plate squeezed into a smaller area must still store the same heat. In a steady state $\partial T/\partial t=0$, so $C'$ drops out, and a steady experiment cannot tell a right capacity from a wrong one.

**Q.** What does this give for my ring? I used $r'=a+r(b-a)/b$ for $r<b$ and no change beyond $b$.

**A.** Inverting the map gives $r=b(r'-a)/(b-a)$. Lengths are stretched radially by $dr'/dr=(b-a)/b$, and around the circle by

$$\frac{r'}{r}=\frac{b-a}{b}\,\frac{r'}{r'-a}.$$

The determinant is the product of the two stretches. Each principal conductivity is the square of its own stretch divided by that product, which is its own stretch divided by the other one:

$$\frac{\kappa'_r}{\kappa_0}=\frac{r'-a}{r'},\qquad \frac{\kappa'_\theta}{\kappa_0}=\frac{r'}{r'-a},\qquad \frac{C'}{C_0}=\left(\frac{b}{b-a}\right)^2\frac{r'-a}{r'} .$$

For $b=2a$, the capacity must rise from zero at the inner wall to $2C_0$ at the outer edge. The radial conductivity falls to zero in proportion to $r'-a$, so the total resistance to the inner wall diverges, though only logarithmically, and the ideal ring insulates the object. I shall take the object as insulated throughout, and drop the primes on $r$.

**Q.** My ring has capacity $C_0$ everywhere. Could I choose a map with $\det J=1$, so that $C'=C_0$ and nothing needs changing?

**A.** Not for this task. The map takes a disc of area $\pi b^2$ onto a ring of area $\pi(b^2-a^2)$, so it cannot preserve area everywhere. The same count fixes the total capacity of the ring, per unit thickness:

$$\int C'\,dA'=\int C_0\,dA=C_0\pi b^2 .$$

Your ring holds $C_0\pi(b^2-a^2)$. It is short by $C_0\pi a^2$, the capacity of the plate material that the object displaced.

**Q.** That shows that the mapped field is not a solution in my ring. Some other field inside the ring might still leave the outside undisturbed. Or I could change the conductivity to make up for the capacity. Only the ratio $\kappa/C$ enters the diffusion equation, so I would keep $C_0$ and use $\kappa''=C_0\kappa'/C'$.

**A.** The ratio is enough only where $C'$ is uniform. Here it varies, and the product rule gives

$$\frac{1}{C'}\nabla\cdot(\kappa'\nabla T)=\nabla\cdot\left(\frac{\kappa'}{C'}\nabla T\right)+\frac{\nabla C'\cdot\kappa'\nabla T}{C'^2}.$$

Your version omits the last term. It also spoils the flux at the edge: for $b=2a$ the mapped ring has $\kappa'_r=\kappa_0/2$ at $r=b$, while yours has $\kappa''_r=\kappa_0/4$.

Your first objection needs an argument that does not rely on maps. Take any axisymmetric ring whose material all warms up in the end. The plate starts at a uniform temperature, and at $t=0$ its circular rim $r=R$ is raised by $\Delta T$ and held there. Everything ends at the same temperature $T_\infty$. Define the accumulated lag

$$\Theta(r)=\int_0^\infty\left[T_\infty-T(r,t)\right]dt .$$

Integrate the heat equation over all time. The left side becomes $C\,\Delta T$. On the right, $\nabla T=-\nabla(T_\infty-T)$, which brings a minus sign:

$$\nabla\cdot(\kappa\nabla\Theta)=-C\,\Delta T .$$

Now integrate over the area from $a$ out to a radius $r>b$. No heat crosses the inner wall, so Gauss's theorem leaves

$$2\pi r\,\kappa_0\frac{d\Theta}{dr}=-\Delta T\left[H+C_0\pi(r^2-b^2)\right],$$

where $H$ is the total capacity of the ring per unit thickness. The untouched plate obeys the same equation with $H$ replaced by $C_0\pi b^2$. Let $D=\Theta_{\rm plate}-\Theta_{\rm ring}$, which is the time integral of $T_{\rm ring}-T_{\rm plate}$. Subtracting the two equations gives

$$2\pi r\,\kappa_0\frac{dD}{dr}=-\Delta T\left(C_0\pi b^2-H\right).$$

Both rims are held at the same temperature, so $D(R)=0$, and

$$D(r)=\Delta T\,\frac{C_0\pi b^2-H}{2\pi\kappa_0}\,\ln\frac{R}{r}.$$

**Q.** The conductivity of the ring has disappeared.

**A.** It has. For a ring of capacity $C_0$ the bracket is $C_0\pi a^2$, and with $\alpha=\kappa_0/C_0$

$$\int_0^\infty\left(T_{\rm ring}-T_{\rm plate}\right)dt=\Delta T\,\frac{a^2}{2\alpha}\,\ln\frac{R}{r},\qquad r>b .$$

This is not zero, so the outside must be disturbed at some time. The result is the same for your cloak, for your version with matched diffusivity, and for a bare hole with no cloak at all. The sign is positive: with less material to heat, the surroundings warm too early.

**Q.** How large is this in a real film?

**A.** Take a platinum film 1 µm thick, suspended in vacuum, with rough values $\kappa_0=70$ W/(m K) and $C_0=2.8$ MJ/(m³ K), so $\alpha=25$ µm²/µs. Let $a=10$ µm, $b=20$ µm and $R=40$ µm. The film starts at 300 K, and at $t=0$ its rim is set to $300\ \text{K}+10\ \text{K}\,(1+\cos\theta)$. The final state of the untouched film is a uniform gradient, the case your cloak was designed for.

The angular mean of this rim step is $\Delta T=10$ K, and by linearity the law applies to that mean. At $r=25$ µm,

$$10\ \text{K}\times\frac{100}{2\times25}\ \text{µs}\times\ln\frac{40}{25}=9.4\ \text{K µs}.$$

The slowest relaxation time of the untouched film is $R^2/(\alpha j^2)=11$ µs, where $j=2.405$ is the first zero of the Bessel function $J_0$. If the error is spread over two or three such times, its average is a few tenths of a kelvin.

For the full history I solved the heat equation numerically in the physical ring and film, on 600 concentric cells, separately for the mean and the $\cos\theta$ part. The untouched film comes from its Bessel series. These are the temperatures in kelvin at $r=25$ µm, $\theta=0$, with the film, the sizes and the rim step held fixed:

| $t$ (µs) | untouched | bare hole | $\kappa'$, $C_0$ | $\kappa'$, $C'$ |
|---|---|---|---|---|
| 2 | 303.35 | 303.35 | 303.40 | 303.35 |
| 10 | 312.22 | 312.67 | 312.72 | 312.22 |
| 20 | 314.84 | 315.64 | 315.15 | 314.84 |
| 100 | 316.25 | 316.82 | 316.25 | 316.25 |

**Q.** At 10 µs my cloak is slightly worse than the bare hole.

**A.** At this point, yes: its error is 0.50 K and that of the hole is 0.44 K. Around the bare hole the film is unaltered down to $r=10$ µm, whereas your ring has the wrong capacity from $r=20$ µm inwards, so heat coming from the rim meets the change sooner. Later the order reverses. The hole keeps a steady error, while yours dies away.

Over all points outside the ring, sampled from 0.5 to 100 µs, the largest error of your cloak is 0.77 K, at 8 µs. That is about 4% of the 20 K rise at the hottest point of the rim. The hole reaches 1.2 K. With both $\kappa'$ and $C'$ the difference is 0.0001 K, which is the error of the grid.

**Q.** Suppose I correct only the total. I keep $\kappa'$ and give the ring a uniform capacity $C_0b^2/(b^2-a^2)=1.33\,C_0$.

**A.** Then $H=C_0\pi b^2$ and $D=0$. The mean error integrates to zero over time, but this does not make it zero at each moment; whatever remains of it must change sign. The largest error outside falls from 0.77 K to 0.35 K. The right total is therefore necessary but not sufficient. The capacity must also match the conductivity.

Your uniform capacity does belong to an exact cloak, but one with a different conductivity. Send the old radius $s$ to $r$ by $r^2=a^2+s^2(b^2-a^2)/b^2$. Every area then shrinks by the same factor, so the capacity is $C_0b^2/(b^2-a^2)$ throughout the ring. The radial stretch is $dr/ds=s(b^2-a^2)/(b^2r)$ and the angular one is $r/s$. Their ratio gives $\kappa_r/\kappa_0=(r^2-a^2)/r^2$, and $\kappa_\theta/\kappa_0$ is the inverse of this.

**Q.** When may I use the steady cloak as it is?

**A.** When the drive is slow enough. Let the whole rim warm at a constant rate $\beta$. After the start-up has died away, try $T=T_0+\beta\,[t-L(r)]$. The heat equation becomes $\nabla\cdot(\kappa\nabla L)=-C$ with $L(R)=0$, which is the equation for $\Theta/\Delta T$. The lasting error outside is therefore

$$T_{\rm ring}-T_{\rm plate}=\beta\,\frac{a^2}{2\alpha}\,\ln\frac{R}{r}.$$

At 0.1 K/µs and $r=25$ µm this is $0.1\times2\times0.47=0.094$ K. It is largest at $r=b$, where it equals $\beta\times1.39$ µs. To keep it below 0.01 K, the rim must warm more slowly than about 0.007 K/µs, or 7 K per millisecond. This rule holds for uniform rim heating in this geometry and for an object that stays insulated; a gradient that changes with time adds a $\cos\theta$ error that it does not cover.

**Q.** Could the full cloak be built in such a film?

**A.** Not with the ideal coefficients. At the outer edge $C'=2C_0=5.6$ MJ/(m³ K), while ordinary dense solids reach roughly 4. The equal-area map needs only 3.7 everywhere, but its angular conductivity still diverges at the inner wall. In your map, if $C'$ is capped at 4, which affects $r>15.6$ µm, and all else is kept ideal, the largest error outside is 0.33 K. The angular conductivity diverges at the inner wall. Capping it at 400 W/(m K), roughly that of copper, with the radial conductivity kept ideal, affects $r<12.1$ µm and leaves a steady error of only 0.03 K. A layered ring, which must also keep the radial conductivity low, would stay somewhat below 400. These two figures are not directly comparable: the first is the largest error during the transient, the second is the error that remains in the steady state. I have not computed the transient with capped conductivity.

Radiation matters far less here. Even for black faces at 300 K, $h=4\sigma T^3=6.1$ W/(m² K), and the two faces lose a fraction $2h/(C_0d)\times11\ \text{µs}\approx5\times10^{-5}$ of the excess temperature, with $d$ the film thickness. Contacts deserve more attention. If the ring is made of 0.5 µm layers, a contact resistance of $10^{-9}$ m² K/W, a rough value for clean contacts between metals, adds 7% to the radial resistance, averaged over the layers, at the outer edge, where $\kappa'_r=35$ W/(m K). The added share grows in proportion to the contact resistance, which can be several times larger where a metal meets a non-metal. The value of $\kappa_0$ is close to that of bulk platinum, and a deposited film may conduct less well. The insulated core is the weakest assumption. No solid lets $\kappa'_r$ fall to zero. If it stops at 1.4 W/(m K), roughly that of silica, the floor is reached $\delta\approx0.2$ µm from the inner wall, and the radial resistance of the ring per unit thickness is only about $[\ln((b-a)/\delta)+1]/(2\pi\kappa_0)$. An object of plate material touching the ring then warms with a time constant of about $(a^2/2\alpha)\times4.9\approx10$ µs, comparable to that of the film. Once it warms, its capacity adds to $H$: the time-integrated mean error becomes zero for your ring and $-9.4$ K µs at $r=25$ µm for the ring with $C'$. The results above therefore need a gap around the object. The object would then need supports, and I have not estimated the heat they carry.

**Q.** So my steady design was sound, but a steady test says nothing about its heat capacity.

**A.** Yes. To test the capacity as well, step the rim temperature and record the outside during the first few tens of microseconds.
